# The CO2 Fermi Resonance: Removing a Second-Order Pole and Diagonalizing the Dyad

## Problem

The symmetric stretch of CO2 has nearly the energy of two bending quanta. The two resulting bands are quoted at 1285 and 1388 cm⁻¹, or 0.15932 and 0.17209 eV. The task is to see why ordinary second-order perturbation theory cannot be trusted here, and to repair it.

Atomic units are used in the algebra. Let $q_1$, $(q_{2x},q_{2y})$ and $q_3$ be the dimensionless normal coordinates of the symmetric stretch, bend and antisymmetric stretch, with $\rho^2=q_{2x}^2+q_{2y}^2$. The harmonic Hamiltonian is a sum of terms $\tfrac12\omega_i(p_i^2+q_i^2)$, with $\omega_2$ for both bends. Axial symmetry and inversion allow the anharmonic terms

$$V_3=\frac{a}{6}q_1^3+\frac{c}{2}q_1\rho^2+\frac{d}{2}q_1q_3^2,\qquad a=\phi_{111},\; c=\phi_{122},\; d=\phi_{133},$$

$$V_4=\frac{\phi_{1111}q_1^4+\phi_{2222}\rho^4+\phi_{3333}q_3^4}{24}+\frac{\phi_{1122}q_1^2\rho^2+\phi_{1133}q_1^2q_3^2+\phi_{2233}\rho^2q_3^2}{4}.$$

Rotation–vibration coupling, including vibrational angular momentum, and higher force constants are left out. States are written $|v_1,n,v_3\rangle$, where $n$ counts pairs of bending quanta with zero angular momentum $l$ about the axis. The two states of interest are $|s\rangle=|1,0,0\rangle$ and $|b\rangle=|0,1,0\rangle$.

1. Find the coupling $W=\langle s|V_3|b\rangle$.
2. Show where the second-order energies diverge, and which term is responsible.
3. Remove that term and find the remaining excitation energies $A$ and $B$.
4. Restore the coupling by diagonalization, evaluate the levels for a computed force field, and compare them with the quoted dyad.

## Hints

**Hint 1.** For the bend, use $K_+=\tfrac12(a_x^{\dagger2}+a_y^{\dagger2})$ and its adjoint $K_-$. Both conserve $l$.

**Hint 2.** Count $V_3$ as order $\lambda$ and $V_4$ as order $\lambda^2$. Then $V_4$ in first order belongs with $V_3$ in second order.

**Hint 3.** Sort the intermediate states by whether $n$ or $v_3$ changes. Amplitudes leading to the same state must be added before squaring.

**Hint 4.** A coupling that is diagonalized must not also be counted in the diagonal energies.

## Solution

### 1. Matrix elements and coupling

With $q=(a+a^\dagger)/\sqrt2$, the upward element is $\langle v+1|q|v\rangle=\sqrt{(v+1)/2}$. Multiplying such steps gives

$$\langle v+1|q^3|v\rangle=3\left(\tfrac{v+1}{2}\right)^{3/2},\qquad \langle v+3|q^3|v\rangle=\sqrt{\tfrac{(v+1)(v+2)(v+3)}{8}},$$

together with $\langle v|q^2|v\rangle=v+\tfrac12$ and $\langle2|q^2|0\rangle=1/\sqrt2$.

For the bend, let $N$ be the total number of quanta. Expanding the squares gives $\rho^2=K_++K_-+N+1$, and the commutator is $[K_-,K_+]=N+1$. On $|n\rangle$, $N=2n$. If $K_+|n\rangle=k_n|n+1\rangle$, taking the norm gives

$$k_n^2=\langle n|K_-K_+|n\rangle=k_{n-1}^2+2n+1,\qquad k_{-1}=0,$$

so $k_n^2=1+3+\dots+(2n+1)=(n+1)^2$. Choosing positive phases,

$$\langle n|\rho^2|n\rangle=2n+1,\qquad \langle n+1|\rho^2|n\rangle=n+1 .$$

In particular $|n{=}1\rangle=(|2,0\rangle+|0,2\rangle)/\sqrt2$. Hence

$$W=\frac c2\,\langle1|q_1|0\rangle\,\langle n{=}0|\rho^2|n{=}1\rangle=\frac{c}{2\sqrt2}.$$

The sign of $W$ depends on the phase choice. The energies depend on $W^2$.

### 2. The pole

Define $\Delta=\omega_1-2\omega_2$, the harmonic energy of $|s\rangle$ minus that of $|b\rangle$. In the second-order sum $\sum_k|\langle k|V_3|i\rangle|^2/(E_i-E_k)$, each state has the other as an intermediate state:

$$E_s\ni+\frac{W^2}{\Delta},\qquad E_b\ni-\frac{W^2}{\Delta}.$$

If $c\neq0$, both energies diverge as $\Delta\to0$, with opposite signs. Their sum has no pole. The other denominators, listed below, stay away from zero provided $\omega_1\neq2\omega_3$. Real CO2 lies near this pole, not on it, so its second-order energy is finite. The expansion still requires $|W|\ll|\Delta|$.

### 3. The deperturbed levels

All contributions are now measured from the ground state, with the resonant pair omitted.

**Quartic terms.** From $\langle q_1^4\rangle=\tfrac34$ for $v_1=0$ and $\tfrac{15}{4}$ for $v_1=1$, the change is 3. Similarly, $\langle\rho^4\rangle=1^2+1^2=2$ for $n=0$ and $3^2+1^2+2^2=14$ for $n=1$, a change of 12. Exciting the stretch raises $\langle q_1^2\rangle$ by 1; exciting the overtone raises $\langle\rho^2\rangle$ by 2. The unexcited averages are $\langle q_1^2\rangle=\langle q_3^2\rangle=\tfrac12$ and $\langle\rho^2\rangle=1$. Thus

$$\delta_s^{(4)}=\frac{\phi_{1111}}8+\frac{\phi_{1122}}4+\frac{\phi_{1133}}8,\qquad
\delta_b^{(4)}=\frac{\phi_{2222}}2+\frac{\phi_{1122}}4+\frac{\phi_{2233}}4 .$$

**Cubic terms that change $v_1$ alone.** The bend and $q_3$ averages supply a linear force $\sigma_nq_1$, with $\sigma_0=c/2+d/4$ and $\sigma_1=\sigma_0+c$. From $v_1=0$, the amplitudes to $v_1=1$ and 3 are $(a/4+\sigma_n)/\sqrt2$ and $a\sqrt3/12$. From $v_1=1$ with $n=0$, those to 0, 2 and 4 are $(a/4+\sigma_0)/\sqrt2$, $a/2+\sigma_0$ and $a\sqrt3/6$. The stretch energy minus the ground energy is therefore

$$\frac{(a/4+\sigma_0)^2-(a/2+\sigma_0)^2-a^2/36+a^2/144}{\omega_1}
=-\frac{5a^2}{24\omega_1}-\frac{a(2c+d)}{8\omega_1}.$$

For the overtone, the change comes from replacing $\sigma_0$ by $\sigma_1$:

$$-\frac{(a/4+\sigma_1)^2-(a/4+\sigma_0)^2}{2\omega_1}
=-\frac{c(a/2+\sigma_0+\sigma_1)}{2\omega_1}
=-\frac{c(a+4c+d)}{4\omega_1}.$$

**Cubic terms that change $n$.** Let $S=\omega_1+2\omega_2$. The nonresonant energies are $-c^2/(8S)$ for the ground state, $-c^2/(4S)$ for $|s\rangle$, reaching $|2,1,0\rangle$, and $-c^2/(2S)$ for $|b\rangle$, reaching $|1,2,0\rangle$. Subtraction gives $-c^2/(8S)$ for the stretch and $-3c^2/(8S)$ for the overtone.

**Cubic terms that change $v_3$.** The ground state reaches $|1,0,2\rangle$ with squared amplitude $d^2/16$. The stretch reaches $|2,0,2\rangle$ with $d^2/8$ and $|0,0,2\rangle$ with $d^2/16$. Its change is

$$-\frac{d^2}{16}\left[\frac1{2\omega_3+\omega_1}+\frac1{2\omega_3-\omega_1}\right].$$

For the overtone this contribution equals that of the ground state and cancels.

Collecting the terms,

$$A=\omega_1+\delta_s^{(4)}-\frac{5a^2}{24\omega_1}-\frac{a(2c+d)}{8\omega_1}-\frac{c^2}{8S}-\frac{d^2}{16}\left[\frac1{2\omega_3+\omega_1}+\frac1{2\omega_3-\omega_1}\right],$$

$$B=2\omega_2+\delta_b^{(4)}-\frac{c(a+4c+d)}{4\omega_1}-\frac{3c^2}{8S}.$$

Neither contains $1/\Delta$. Explicit sums over oscillator states test both formulas.

### 4. The two-state block

The coupling is restored in

$$\begin{pmatrix}A&W\\W&B\end{pmatrix},\qquad (A-E)(B-E)-W^2=0,$$

$$E_\pm=\frac{A+B}{2}\pm R,\qquad R=\sqrt{\left(\frac{A-B}{2}\right)^2+W^2}.$$

For $A=B$ the levels are $A\pm|W|$, each an equal mixture. For $A-B\gg|W|$, expanding the root gives $E_+\simeq A+W^2/(A-B)$. Since $A-B$ differs from $\Delta$ by order $\lambda^2$, this recovers ordinary second-order theory at leading order, far from resonance.

The block is still approximate. Reversing all coordinates leaves $|b\rangle$ unchanged and changes the sign of $|s\rangle$. Both $V_4$ and two actions of $V_3$ are even, so they cannot couple the pair at order $\lambda^2$. The first correction to $W$ is of order $\lambda^3$. At $\Delta=0$, halving a small $\lambda$ reduced the splitting error by a factor of 8.00, as this predicts.

### 5. Numbers for CO2

The force field is a finite-difference fit to B3LYP/6-311G* energies of ¹²C¹⁶O₂, about a computed bond length of 1.160 Å. At a geometry within the fitted range but not used in the fit, its error was about 0.1% of the energy rise. This single comparison does not bound the errors of the individual force constants. For example, $\phi_{122}$ depends on the bend step of the fit: doubling that step lowers it from 0.0198 to 0.0189 eV, and extrapolating to zero step gives about 0.0201 eV, which raises $W$ by 1.5% and moves each level by about 1 cm⁻¹. More digits are kept below than the functional, basis and fit justify, so that the arithmetic can be followed.

In eV, $\omega_1=0.170537$, $\omega_2=0.082657$ and $\phi_{122}=0.019813$. Thus

$$\Delta=0.170537-2(0.082657)=0.005223,\qquad W=\frac{0.019813}{2\sqrt2}=0.007005.$$

The ratio $W/\Delta$ is about 1.3, so the condition for ordinary perturbation theory fails. Its resonant shift is $W^2/\Delta=0.009396$ eV.

With the remaining force constants from the numerical output, the terms of $A$ and $B$, in the order written above, are

$$A=0.170537+0.000449-0.001354-0.000583-0.000146-0.000907=0.167996,$$

$$B=0.165314-0.000250+0.000510-0.000438=0.165136.$$

The mean is 0.166566 eV and the half-difference is 0.001430 eV. Therefore

$$R=\sqrt{0.001430^2+0.007005^2}=0.00715,$$

$$E_-=0.15942\ \text{eV}=1286\ \text{cm}^{-1},\qquad E_+=0.17372\ \text{eV}=1401\ \text{cm}^{-1}.$$

The stretch weight in the upper state is $\tfrac12[1+(A-B)/(2R)]=0.60$, and in the lower state 0.40. Neither band is a pure stretch or a pure bend overtone. The weights themselves belong to this force field and are not converged values for CO2, because $\Delta$ and $A-B$ are small differences of large energies. With the cc-pVTZ basis for $\omega_1$, $\omega_2$, $\phi_{122}$ and $\phi_{1122}$, and the other constants kept, $\Delta$ falls to 0.0034 eV, $A-B$ to 0.0010 eV and $W$ to 0.0069 eV; the levels move to 1291 and 1403 cm⁻¹ and the upper stretch weight to 0.54. The strong mixing is robust, but these calculations do not settle which band has more stretch character.

Diagonalizing the whole quartic Hamiltonian in a finite oscillator basis gives 0.15955 and 0.17346 eV. These are levels of the well around equilibrium, and they are stable when the basis is moderately enlarged. They are not strict bound states of the fitted polynomial: because $\phi_{1122}$ and $\phi_{2233}$ are strongly negative, it falls without limit in some directions that combine a large bend with a large displacement along either stretch, well outside the range of the fit. The block differs from these by at most 0.0003 eV. Unmodified second-order theory gives 0.15574 and 0.17739 eV, with errors near 0.004 eV relative to the same reference.

Relative to the quoted dyad, the lower block level is high by 0.0001 eV and the upper by 0.0016 eV, or about 13 cm⁻¹. The close lower value involves a cancellation: the computed mean is too high by 0.00086 eV, while $R$ is too large by 0.00076 eV. These errors nearly cancel in $E_-$ and add in $E_+$. The agreement of $E_-$ is also no finer than the omitted terms. The Coriolis coupling of the bend to the antisymmetric stretch survives without rotation. With $B_e$ the rotational constant, it raises $B$ by $B_e(\omega_3/\omega_2+\omega_2/\omega_3)=0.00019$ eV, and hence $E_-$ by 0.00011 eV and $E_+$ by 0.00008 eV.

## Variation 1: approach the resonance

*Keep the anharmonic constants and $\omega_2$ fixed, and change $\omega_1$ so that $\Delta$ falls to 0.001 and then 0.0001 eV. What happens?*

The resonant shift grows as $1/\Delta$. At 0.001 eV, ordinary theory puts the stretch at 0.213 eV and the overtone at 0.116 eV. At 0.0001 eV it gives 0.654 and −0.326 eV; a negative excitation energy is plainly unphysical here. The block gives 0.1574 and 0.1715 eV in the first case, and 0.1569 and 0.1711 eV in the second.

At $\Delta=0.001$ eV, the largest error relative to full quartic diagonalization is 0.042 eV for ordinary theory and 0.0003 eV for the block. The divergence belongs to the expansion, not to the vibrational levels.

## Variation 2: read the block from the quoted dyad

*Can the two quoted energies determine $A$, $B$ and $W$?*

No: two energies cannot fix three parameters. They fix the sum $A+B=E_++E_-$ and the relation

$$(A-B)^2=(E_+-E_-)^2-4W^2.$$

Since the left side cannot be negative, $|W|\le(E_+-E_-)/2=0.006385$ eV. This is an upper bound on an effective two-state coupling, not its value.

The computed $W=0.007005$ eV exceeds the bound. No choice of $A$ and $B$ can therefore reproduce the quoted splitting with this $W$. Part of the excess lies in using the bare cubic coupling. Full quartic diagonalization has a splitting of 0.01391 eV, so by the same bound any two-state block that reproduces its levels has $|W|\le0.00695$ eV, below the bare value. Yet this full splitting still exceeds the quoted 0.01277 eV. The remainder must come from the force field or from effects omitted from the Hamiltonian; these calculations do not separate them.

## Computed results

```
Level of theory: B3LYP/6-311G*, carbon-12 and oxygen-16
Equilibrium C-O bond: 1.16043 angstrom
Largest orbital correction: 6.76e-06 eV
Energy rise at fit test point: 0.152220 eV
Fit error at that point: -0.000145 eV
Harmonic energy w1: 0.170537 eV
Harmonic energy w2: 0.082657 eV
Harmonic energy w3: 0.302003 eV
Force constant f111: -0.033294 eV
Force constant f122: 0.019813 eV
Force constant f133: -0.063500 eV
Force constant f1111: 0.005176 eV
Force constant f2222: 0.009406 eV
Force constant f3333: 0.019938 eV
Force constant f1122: -0.005785 eV
Force constant f1133: 0.009985 eV
Force constant f2233: -0.014027 eV
Harmonic gap w1-2*w2: 0.005223 eV
Coupling W: 0.007005 eV
Resonant second-order shift W^2/gap: 0.009396 eV
Plain second order, stretch: 0.177392 eV
Plain second order, bend overtone: 0.155740 eV
Deperturbed stretch A: 0.167996 eV
Deperturbed bend overtone B: 0.165136 eV
Deperturbed gap A-B: 0.002861 eV
Two-state lower level: 0.159416 eV = 1285.8 cm^-1
Stretch weight in lower level: 0.4000
Full quartic lower level: 0.159554 eV
Quoted lower level: 0.159320 eV = 1285 cm^-1
Two-state minus quoted, lower: 0.000097 eV
Two-state upper level: 0.173715 eV = 1401.1 cm^-1
Stretch weight in upper level: 0.6000
Full quartic upper level: 0.173459 eV
Quoted upper level: 0.172090 eV = 1388 cm^-1
Two-state minus quoted, upper: 0.001625 eV
Two-state splitting: 0.014299 eV
Half quoted splitting: 0.006385 eV
Full-diagonalization basis change: 5.40e-10 eV
Gap 0.0100 eV: plain stretch, overtone 0.177731, 0.160221 eV
Gap 0.0100 eV: two-state levels 0.160984, 0.176968 eV
Gap 0.0010 eV: plain stretch, overtone 0.212796, 0.116073 eV
Gap 0.0010 eV: two-state levels 0.157394, 0.171475 eV
Gap 0.0001 eV: plain stretch, overtone 0.653513, -0.325553 eV
Gap 0.0001 eV: two-state levels 0.156879, 0.171081 eV
At gap 0.001 eV, largest plain error: 0.041612 eV
At gap 0.001 eV, largest block error: 0.000292 eV
Splitting-error ratio on halving scale: 8.001 (no unit)
```
